# Close and Distant Electronic Collisions in the Stopping of Channelled Ions

## What happens

A fast ion in a wide crystal channel moves through a valence density well below the crystal average, yet its loss to valence electrons falls much less than that density. For a lateral density variation with one dominant wavevector length \(g\), the loss at lateral position \(\mathbf b\), relative to the valence loss in a random direction, is

\[
\frac{S(\mathbf b)}{\bar S}=1-\alpha+\alpha\,\frac{n(\mathbf b)}{\bar n},\qquad
\alpha=\frac{\ln(2v/g)}{\ln(2v^2/I)} .
\]

Here \(v\) is the ion speed, \(n(\mathbf b)\) the electron density averaged along the path, \(\bar n\) its lateral mean and \(I\) the mean excitation energy. Hartree atomic units are used unless others are given. Where the density vanishes, the fraction \(1-\alpha\) remains. It is one half when \(g^2/2=I\).

One explanation is equipartition: close and distant collisions each supply half the loss, and the distant half ignores the local density. This is incomplete. The stopping logarithm can be cut into equal halves whatever the channel width, but the part that follows the density begins at \(g\), which the crystal fixes. The two divisions agree only if \(g\) lies near \(\sqrt{2I}\). Along ⟨110⟩ in silicon it does so for valence electrons, but not for inner shells, so the total loss of a well-channelled MeV proton can fall well below half.

## Why: the loss at a given position

Take a bare ion of charge \(Z\) on the straight path \(\mathbf R(t)=(\mathbf b,vt)\), non-relativistic and acting in first order. With \(\rho_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}\), its interaction with the electrons is

\[
V(t)=-Z\int\!\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,e^{-i\mathbf q\cdot\mathbf R(t)}\rho_{\mathbf q}.
\]

The amplitude for a state \(n\) at excitation energy \(\omega_n\) is \(a_n=-i\int dt\,e^{i\omega_nt}\langle n|V|0\rangle\). The time integral gives \((2\pi/v)\,\delta(q_z-\omega_n/v)\), hence

\[
a_n=\frac{4\pi iZ}{v}\int\!\frac{d^2q_\perp}{(2\pi)^2}\,
\frac{e^{-i\mathbf q_\perp\cdot\mathbf b}}{q^2}F_n(\mathbf q),\qquad
F_n(\mathbf q)=\langle n|\rho_{\mathbf q}|0\rangle,\quad q_z=\frac{\omega_n}{v}.
\]

The mean energy loss is \(\sum_n\omega_n|a_n|^2\):

\[
\Delta E(\mathbf b)=\frac{16\pi^2Z^2}{v^2}\iint\!\frac{d^2q_\perp d^2q'_\perp}{(2\pi)^4}\,
e^{-i(\mathbf q-\mathbf q')\cdot\mathbf b}\,
\frac{\sum_n\omega_nF_n(\mathbf q)F_n^*(\mathbf q')}{q^2q'^2}.
\]

Position dependence comes from interference between different momentum transfers \(\mathbf q\) and \(\mathbf q'\).

### The sum rule

Let \(M=\sum_n\omega_nF_n(\mathbf q)F_n^*(\mathbf q')\), taken at fixed \(\mathbf q,\mathbf q'\). Since \([H,\rho_{\mathbf q}]\) supplies the factor \(\omega_n\),

\[
M=\langle0|\rho_{-\mathbf q'}[H,\rho_{\mathbf q}]|0\rangle .
\]

Without magnetic fields or spin–orbit coupling the eigenstates can be chosen real, so \(\langle0|\rho_{\mathbf q}|n\rangle=\langle n|\rho_{\mathbf q}|0\rangle\). The opposite order then gives \(\langle0|[H,\rho_{\mathbf q}]\rho_{-\mathbf q'}|0\rangle=-M\). Subtracting,

\[
2M=\langle0|[\rho_{-\mathbf q'},[H,\rho_{\mathbf q}]]|0\rangle .
\]

Local potentials and the electron repulsion commute with \(\rho_{\mathbf q}\); the kinetic energy does not. From \([\mathbf p,e^{i\mathbf q\cdot\mathbf r}]=\mathbf q\,e^{i\mathbf q\cdot\mathbf r}\),

\[
\left[\tfrac12p^2,e^{i\mathbf q\cdot\mathbf r}\right]=e^{i\mathbf q\cdot\mathbf r}\left(\mathbf q\cdot\mathbf p+\tfrac12q^2\right),\qquad
[e^{-i\mathbf q'\cdot\mathbf r},\mathbf q\cdot\mathbf p]=\mathbf q\cdot\mathbf q'\,e^{-i\mathbf q'\cdot\mathbf r}.
\]

Therefore

\[
M=\tfrac12\,\mathbf q\cdot\mathbf q'\,\langle0|\rho_{\mathbf q-\mathbf q'}|0\rangle .
\]

The rule covers interacting electrons, so screening and plasmons are included. Diagonalizing two interacting electrons on a ring, with \(q=3\) and \(q'=1\), gives \(|M|=0.702575\) both from the explicit sum and from the closed form.

### Which momentum transfers follow the density

Write the path-averaged density as \(n(\mathbf b)=\sum_{\mathbf g}n_{\mathbf g}e^{i\mathbf g\cdot\mathbf b}\), with \(n_0=\bar n\). For a path of length \(\ell\),

\[
\langle\rho_{\mathbf q-\mathbf q'}\rangle=\ell\sum_{\mathbf g}n_{\mathbf g}(2\pi)^2\delta^2(\mathbf q_\perp-\mathbf q'_\perp+\mathbf g).
\]

Thus \(\mathbf q'=\mathbf q+\mathbf g\). For \(g\neq0\), first neglect \(q_z=\omega_n/v\) beside \(g\). The component of \(S=\Delta E/\ell\) is then

\[
S_{\mathbf g}=\frac{2Z^2}{v^2}\,n_{\mathbf g}\,J,\qquad
J=\int d^2q\,\frac{\mathbf q\cdot(\mathbf q-\mathbf g)}{q^2|\mathbf q-\mathbf g|^2}.
\]

The sign of \(\mathbf g\) was reversed in \(J\), which depends only on its length. The factor 2 is \(16\pi^2/(2\pi)^2\) times the \(\tfrac12\) of the sum rule.

Now \(\mathbf q\cdot(\mathbf q-\mathbf g)/|\mathbf q-\mathbf g|^2=q\,\partial_q\ln|\mathbf q-\mathbf g|\). For \(q<g\),

\[
\ln|\mathbf q-\mathbf g|=\ln g-\sum_{m\ge1}\frac1m\left(\frac qg\right)^m\cos m\theta ,
\]

whose angular mean is \(\ln g\). For \(q>g\), exchanging \(q\) and \(g\) gives the mean \(\ln q\). The mean of \(q\,\partial_q\ln|\mathbf q-\mathbf g|\) is therefore 0 below \(g\) and 1 above it. Up to an intermediate momentum \(q_0\), with \(g\ll q_0\ll v\),

\[
J=2\pi\int_g^{q_0}\frac{dq}{q}=2\pi\ln\frac{q_0}{g}.
\]

After averaging over direction, transfers below \(g\) cannot resolve the density variation.

Above \(q_0\) the electron is struck as if free and at rest. The Rutherford cross-section is \(d\sigma=8\pi Z^2dq/(v^2q^3)\) and the energy transfer is \(q^2/2\), so the loss per unit density is \((4\pi Z^2/v^2)\,dq/q\). A heavy ion can transfer at most \(q=2v\). Adding \(\ln(2v/q_0)\) to \(\ln(q_0/g)\) gives

\[
S_{\mathbf g}=\frac{4\pi Z^2}{v^2}\,n_{\mathbf g}\ln\frac{2v}{g}.
\]

### The mean loss and the two halves

For \(g=0\), \(q_z\) must be kept. At small \(q\), an isotropic system with oscillator strengths \(f_n\) per electron has \(|F_n|^2=q^2f_n/(2\omega_n)\), with \(\sum_nf_n=1\). The loss per unit density below \(q_0\) is

\[
\frac{4Z^2}{v^2}\sum_n\int_0^{q_0}\!2\pi q_\perp dq_\perp\,\frac{f_n/2}{q_\perp^2+\omega_n^2/v^2}
\simeq\frac{4\pi Z^2}{v^2}\sum_nf_n\ln\frac{q_0v}{\omega_n}.
\]

The small-\(q\) form need not hold all the way to \(q_0\). Where it fails, \(q_z\) is negligible beside \(q\), and the sum rule with \(\mathbf q'=\mathbf q\) gives \(\sum_n\omega_n|F_n|^2=q^2/2\) per electron. This is the same integrand, so the result stands.

With \(\ln I=\sum_nf_n\ln\omega_n\), adding the close part \(\ln(2v/q_0)\) gives \(\ln(2v^2/I)\). Altogether,

\[
S(\mathbf b)=\frac{4\pi Z^2}{v^2}\left[\bar n\ln\frac{2v^2}{I}
+\sum_{\mathbf g\ne0}n_{\mathbf g}e^{i\mathbf g\cdot\mathbf b}\ln\frac{2v}{g}\right].
\]

For one dominant \(g\), the sum is \([n(\mathbf b)-\bar n]\ln(2v/g)\). Division by \(\bar S\) gives the opening result.

A cut at \(q_c=\sqrt{2I}\) makes the two parts of the mean logarithm equal:

\[
\ln\frac{q_cv}{I}=\ln\frac{2v}{q_c}=\frac12\ln\frac{2v^2}{I}.
\]

Since \(\ln(2v/g)=\tfrac12\ln(4v^2/g^2)\),

\[
\alpha-\frac12=\frac{\ln(2I/g^2)}{2\ln(2v^2/I)} .
\]

At fixed \(g\), \(\alpha\) tends to one half as \(v\) grows, but only logarithmically; relativity intervenes before this formal limit.

## A case where equal shares do not give half

A harmonically bound electron allows the excited states to be summed explicitly. For frequency \(\omega=0.6\) and \(v=20\), transfers below \(\sqrt{2\omega}\) carry a share 0.5000 of the mean loss. The channel width nevertheless changes the floor \(1-\alpha\):

| \(g\) (a.u.) | \(\alpha\) | floor |
|---|---|---|
| 0.3 | 0.68 | 0.32 |
| 1.1 | 0.50 | 0.50 |
| 1.7 | 0.44 | 0.56 |

Speed and oscillator are held fixed, so the differences come from \(g\). In a wide channel, many collisions that count as distant by the energy criterion still resolve the density.

The formula also needs \(g\ll v\) and \(\kappa=\omega/v\ll g\). To estimate the second correction, restore one \(q_z=\kappa\) in \(J\). Near \(q=0\) the angular mean of the integrand becomes \(\kappa^2/[g^2(q^2+\kappa^2)]\) instead of zero. Its integral up to \(q\sim g\) is of order \((\kappa/g)^2\ln(g/\kappa)\). For a very wide empty region, \(g\lesssim\omega/v\), the ion is too far from the electrons to excite them and no half remains.

## How large: protons in silicon

Consider a 2 MeV proton on the axis of the ⟨110⟩ channel, with a rounded lattice constant of 0.543 nm. The nearest atomic rows are 0.204 nm away. The valence density is a superposition of spherically averaged free-atom densities from restricted open-shell Hartree–Fock theory in the cc-pVQZ basis. It leaves out electron correlation and bonding charge. The sum rule holds for all electrons together; applying it to the valence shell alone, apart from the cores, is a further approximation. For \(I\) the plasmon energy of the mean valence density is used, 16.6 eV, as for a uniform electron gas.

The proton speed is 8.95 a.u. The smallest lateral wavevector is 20.0 nm⁻¹ and \(\sqrt{2I}\) is 20.9 nm⁻¹, so this component has \(\alpha=0.507\). The closeness follows from the structure. With four valence electrons per atom, \(\bar n=32/a^3\), \(I=\sqrt{4\pi\bar n}\) and \(g=2\pi\sqrt3/a\), so

\[
\frac{g^2}{2I}=\frac{6\pi^2/a^2}{\sqrt{128\pi/a^3}}\approx\frac{2.95}{\sqrt a}.
\]

This ratio changes only from about 1.2 to 0.85 as \(a\) goes from 6 to 12 bohr. The closeness belongs to the ⟨110⟩ channel. Along ⟨100⟩ and ⟨111⟩ the smallest lateral wavevector is \(2\pi\sqrt8/a\), which makes the ratio 8/3 times larger; in silicon this component then has \(\alpha\approx0.42\).

For this free-atom superposition, the density at the channel centre is 0.299 of its mean, both from the Fourier series and from a direct sum over atomic rows. The full sum over \(\mathbf g\) gives a valence loss ratio of 0.634:

\[
0.6344\times13.32\ \text{eV/nm}=8.45\ \text{eV/nm}.
\]

The effective share is \(\alpha=(1-0.634)/(1-0.299)=0.52\), so extrapolation to zero density would leave 0.48. This \(\alpha\) is an average of the component values with weights \(-n_{\mathbf g}e^{i\mathbf g\cdot\mathbf b}/[\bar n-n(\mathbf b)]\). It exceeds the largest component value, 0.507, so some of the weights must be negative.

### Inner shells

For a core oscillator at distance \(\rho\), the ion potential has the time transform \((2/v)K_0(\xi)\), with \(\xi=\omega\rho/v\) and \(Z=1\). Differentiation across and along the path gives force transforms of magnitude \((2\omega/v^2)K_1\) and \((2\omega/v^2)K_0\). The energy absorbed is half their summed squares:

\[
\Delta E=\frac{2\omega^2}{v^4}\left[K_0^2(\xi)+K_1^2(\xi)\right].
\]

It falls roughly as \(e^{-2\xi}\) at large \(\xi\). For the silicon 2p shell, with \(\omega\) set to the Hartree–Fock orbital binding energy of 116 eV (relaxation of the other electrons lowers it to about 108 eV in the free atom), \(v/\omega\) is about 0.11 nm, roughly half the distance to the rows.

Core excitation energies were set to one and to two times the orbital binding energies. These are trial values, not bounds. The random core loss is the first-order loss of harmonically bound electrons with these energies, two per orbital. The total ratios at 2 MeV are

\[
\frac{8.45+0.81}{30.2}\approx0.31,\qquad
\frac{8.45+0.04}{25.9}\approx0.33 .
\]

With free-atom densities, the total loss in the channel is thus about a third of its random value, although 63% of the valence part remains. Bonding lowers both figures, as described below. At 1, 2 and 10 MeV the valence ratio lies between 0.632 and 0.638. The total ratio lies between 0.30 and 0.37, with a trend that depends on the assumed core energies.

### Reliability and the real case

Using cc-pVTZ instead of cc-pVQZ shifts the valence ratio by −0.0016; lowering the Fourier cutoff from 10 to 7 a.u. shifts it by −0.00005. Among the physical approximations, the first two listed here matter most:

- Bonding moves charge out of the channel. Empirical-pseudopotential band calculations give a centre density of about 0.17–0.19 of the mean instead of 0.30, and a valence ratio of about 0.57–0.58 instead of 0.63; the spread reflects the details of the calculation. The total ratio at 2 MeV then falls to about 0.28–0.30, while the effective \(\alpha\) stays near 0.52. Contracting the free-atom density by 10% gives a similar valence ratio, 0.579.
- Raising \(I\) by 20% changes it by −0.012.
- A thermal vibration of 0.008 nm rms, a rough room-temperature value, changes it by +0.003.
- The Bloch correction is 0.3% of the valence logarithm, and \((v/c)^2\) is 0.4%.

Protons of this energy are used in channelling analysis. Their measured random loss in silicon is roughly 26 eV/nm, closer to the result with the higher core energies. Real ions oscillate across the channel instead of staying on its axis: at 0.05 nm off axis, the free-atom valence ratio rises from 0.634 to 0.687 along [001] and to about 0.72 along the perpendicular lateral direction. With bonding included it is about 0.64–0.68 at that distance, depending on direction and on the details of the calculation. A measured loss also averages over such paths and includes ions that leave the channel.

## What to do about it

Do not multiply the total random stopping power by one half. For fast, nearly bare ions with \(Z\ll v\) in atomic units, apply the formula for \(S(\mathbf b)\) to the valence electrons, using the Fourier components of the path-averaged density. The charge condition matters: at \(v\approx9\) the Bloch correction is already about 7% of the valence logarithm for bare carbon. Treat inner shells separately, with a loss that depends on distance from the atomic rows, and average over the ion paths. If a single valence \(\alpha\) is wanted, compare \(g^2/2\) with \(I\) first; one half is a fair choice when they are close.

Do not carry the rule over to ordinary keV dopant implants. A 100 keV boron ion has \(v\approx0.6\) a.u.; with the silicon value of \(I\), \(2v^2/I\approx1.2\), so there is no large logarithm to divide. Such an ion also carries bound electrons and is not a weak perturbation. Its channelled loss needs a low-velocity stopping model. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
sum rule, explicit sum |M| = 0.702575 a.u.
sum rule, closed form  |M| = 0.702575 a.u.
angular mean at q = 0.7 g: 0.0000; at q = 1.4 g: 1.0000
model oscillator energy w = 0.60 Ha
v=10: mean log 5.8000, formula 5.8091, share q<sqrt(2w) 0.5000
v=20: mean log 7.1932, formula 7.1954, share q<sqrt(2w) 0.5000
v=10, g=1.1: lateral log 2.8897, formula 2.9004, alpha 0.4982, floor 0.5018
v=20, g=1.1: lateral log 3.5901, formula 3.5936, alpha 0.4991, floor 0.5009
v=20, g=1.7: lateral log 3.1504, formula 3.1583, alpha 0.4380, floor 0.5620
v=20, g=0.3: lateral log 4.9238, formula 4.8929, alpha 0.6845, floor 0.3155
core-like w=5, v=9, g=1.1: alpha 0.8231, w/(g v) 0.505
Si lattice constant 0.543 nm, centre to rows 0.2036 nm
mean valence density 199.9 nm^-3, plasmon energy 16.60 eV
sqrt(2I) = 20.87 nm^-1, smallest g = 20.04 nm^-1
2 MeV proton speed 8.947 a.u., alpha for smallest g 0.5073
centre density/mean: Fourier 0.2986, row sum 0.2986
valence random loss 13.32 eV/nm, at centre 8.45 eV/nm
valence loss ratio 0.6344, effective alpha 0.5212, floor 0.4788
core binding energies (eV): 1872, 168, 116, 116, 116
1 MeV: valence ratio 0.6323, total ratio 0.3132 (core w=1x), 0.3714 (2x)
2 MeV: valence ratio 0.6344, total ratio 0.3061 (core w=1x), 0.3272 (2x)
  random total 30.2 (1x), 25.9 (2x) eV/nm; core at centre 0.81, 0.04 eV/nm
10 MeV: valence ratio 0.6377, total ratio 0.3381 (core w=1x), 0.3033 (2x)
ratio shift, cc-pVTZ instead of cc-pVQZ: -0.00164
ratio shift, Fourier cutoff 7 instead of 10 a.u.: -0.00005
ratio shift, I raised by 20 percent: -0.0124
atomic density contracted 10 percent: density 0.2065, ratio 0.5786
ratio shift, thermal vibration 0.008 nm rms: +0.00343
valence ratio 0.05 nm off axis: 0.6874
Bloch correction/valence log 0.0027; (v/c)^2 0.0043 at 2 MeV, 0.0213 at 10 MeV
```
